# Local parabolic constants from noisy thermogravimetry through a rate change

## A clean parabola that gives the wrong constant

Take a scale that grows by pure parabolic kinetics at fixed temperature. Let $x$ be the oxygen held in the scale per unit area, in mg/cm², with

$$\frac{dx}{dt}=\frac{k}{2x},$$

so that $x^2$ grows at the rate $k$. This fixes the convention: there is no extra factor 2 in $k$, whose unit is mg² cm⁻⁴ h⁻¹. Suppose that some oxide formed before the balance was tared, holding oxygen $x_i$. The recorded gain is $m=x-x_i$.

The simplest analysis plots $m^2$ against $t$ and reads $k$ from the slope. Since $dm/dt=dx/dt$, that slope is

$$\frac{d(m^2)}{dt}=2m\,\frac{k}{2x}=k\,\frac{m}{m+x_i}.$$

It is too low even without noise, and the error fades only as $x_i/x$.

Now write time as a function of mass. Integrating $dt=2x\,dx/k$ from $x_i$ at $t=0$ gives

$$t=\frac{(m+x_i)^2-x_i^2}{k}=\frac{m^2}{k}+\frac{2x_i}{k}\,m .$$

The hidden oxide sits in the linear term, and the quadratic coefficient is $1/k$.

An interface reaction in series with diffusion fits the same form. If it adds a constant resistance $1/k_l$, then

$$\frac{dt}{dx}=\frac1{k_l}+\frac{2x}{k},\qquad t=A+Bm+Cm^2, \tag{1}$$

with

$$C=\frac1k,\qquad B=\frac1{k_l}+\frac{2x_i}{k}.$$

A shift of the time origin changes $A$; a shift of the mass origin changes $A$ and $B$. For $k=0.36$, $x_i=0.20$ and $k_l=0.5$ mg cm⁻² h⁻¹, $B$ should be $2+0.40/0.36=3.111$ h cm²/mg. A fit to the numerically integrated rate law returns 3.1111, and $k=0.36000$.

If $k$ jumps from $k_1$ to $k_2$ when the scale holds $x_c$, integration restarts from that point, and the later branch is again a quadratic, with $C=1/k_2$. This suggests fitting (1) in a sliding window. Three things go wrong with the obvious version: noise biases the fit, a window across the jump gives a false constant, and a slow drift of $k$ is misread.

## Noise is in the regressor

The clock is good and the balance is noisy, so in a fit of $t$ on $m$ the error sits in the independent variable. Let $\xi$ be the true mass measured from the window centre, with $-h\le\xi\le h$, and let $q(\xi)=a+b\xi+C\xi^2$ be the true time. The balance gives $z=\xi+\varepsilon$, where $\varepsilon$ has mean zero and variance $\sigma^2$. Inserting the noisy mass into the true quadratic leaves the residual

$$t-q(z)=-q'(\xi)\,\varepsilon-C\varepsilon^2 .$$

Ordinary least squares makes the residual orthogonal to $1$, $z$ and $z^2$. To find the resulting error $\delta C$, let $P(\xi)=\xi^2-\alpha\xi-\beta$ be the quadratic orthogonal to $1$ and $\xi$ over the sampling density. Contracting the normal equations with $P$ leaves $\langle P^2\rangle\,\delta C$ on one side and $\langle P(z)[t-q(z)]\rangle$ on the other. With $P(z)\approx P(\xi)+P'(\xi)\varepsilon$, the term $C\varepsilon^2$ averages to $C\sigma^2\langle P\rangle=0$, and to order $\sigma^2$

$$\delta C=-\sigma^2\,\frac{\langle P'q'\rangle}{\langle P^2\rangle}. \tag{2}$$

For points spread evenly in mass, $\alpha=0$ and $\langle\xi^2\rangle=h^2/3$. Then $\langle P'q'\rangle=\langle2\xi(b+2C\xi)\rangle=4Ch^2/3$, and $\langle P^2\rangle=h^4/5-h^4/9=4h^4/45$. Hence $\delta C/C=-15(\sigma/h)^2$.

Readings taken at equal time intervals are denser in mass where growth is slower. Their density is proportional to $dt/d\xi$, that is, to $1+s\xi/h$ with $s=2Ch/b$. To first order in $s$,

$$\alpha=\frac{\mathrm{Cov}(\xi,\xi^2)}{\mathrm{Var}(\xi)}=\frac{4sh^3/45}{h^2/3}=\frac{4sh}{15}.$$

Since $q'=b(1+s\xi/h)$, we have $\langle2\xi q'\rangle=4bsh/3$ and $\alpha\langle q'\rangle=4bsh/15$. Their difference is $16bsh/15=32Ch^2/15$, because $bs=2Ch$. Division by $4h^4/45$ gives

$$\frac{\delta C}{C}=-24\left(\frac{\sigma}{h}\right)^2 .$$

So $C$ comes out low and $k$ high. The factor 24 is the small-$s$ value; keeping $s$ in full in (2) raises it to 24.7 at $s=0.5$ and to 30 at $s=1$, a window that starts at zero oxide. Repeated noisy fits with $\sigma/h=0.03$ gave factors of 14.6 and 23.6, each with a sampling error of about 0.7, consistent with 15 and 24.

The cure uses the clean variable. Keep the model (1), but demand that the residual be orthogonal to functions of time:

$$\sum_i t_i^{\,j}\left(t_i-A-Bm_i-Cm_i^2\right)=0,\qquad j=0,1,2. \tag{3}$$

These are three linear equations. On average $m_i$ equals its true value, and $m_i^2$ exceeds its true value by the constant $\sigma^2$. That constant is absorbed by replacing $A$ with $A-C\sigma^2$; $B$ and $C$ keep their true values in the averaged equations. What remains is a finite-sample bias that vanishes as the number of points grows. In the same trial the mean of $Ck$ was 0.9788 for least squares and 1.0002 for (3).

The argument needs noise whose mean and variance do not depend on time. It also needs windows chosen by time: cutting the data at a given noisy mass would select readings by their errors.

## How wide a window must be

With $w_i=(1,t_i,t_i^2)^T$, $G=\sum_i w_i(1,m_i,m_i^2)$ and residuals $r_i$, the covariance of the three coefficients is estimated by

$$G^{-1}\Big(\sum_i r_i^2\,w_iw_i^T\Big)G^{-T}.$$

It allows the scatter in time to vary along the window but assumes independent errors. Because $k=1/C$, the standard error of $k$ is that of $C$ divided by $C^2$.

A simple estimate shows what controls it. In a narrow window with $1/k_l$ negligible, a mass error $\varepsilon$ acts as a time error of size $(2x/k)\varepsilon$. For $N$ points the standard deviation of $C$ is then $(2x\sigma/k)/\sqrt{4Nh^4/45}$, and so

$$\frac{\mathrm{sd}(k)}{k}=\sqrt{45}\;\frac{\sigma x}{h^2\sqrt N}. \tag{4}$$

With $\sigma=0.009$, $x=1.8$, $h=0.3$ (all in mg/cm²) and $N=2000$, this is $6.71\times0.0162/(0.09\times44.7)=0.027$; repeated fits gave 0.028. At a fixed reading rate and fixed $x$, $N$ is proportional to $h$, so the scatter falls as $h^{-5/2}$. Halving the window costs a factor 5.7.

Dividing the bias $24(\sigma/h)^2$ by (4) gives $3.6\,\sigma\sqrt N/x$. When this is small, noise hides the bias in a single window, but averaging many windows or runs will expose it.

Correlated noise is worse. If neighbouring errors have correlation $\rho$, decaying as $\rho^n$ over $n$ readings, the variance of a slowly weighted sum is multiplied by $1+2(\rho+\rho^2+\dots)=(1+\rho)/(1-\rho)$. For $\rho=0.8$ the standard deviation should triple; the trial gave a factor 3.16. The reported standard error does not include this factor.

## A window across the step

Centre a window on the step, so that $x=x_c+\xi$, and take points even in mass. On each side $t-t_c=(2x_c\xi+\xi^2)/k$, with $k_1$ on the left and $k_2$ on the right. Put $\Delta=1/k_2-1/k_1$. The part of $t-t_c$ that is even in $\xi$ is

$$\frac12\left(\frac1{k_1}+\frac1{k_2}\right)\xi^2+x_c\Delta\,|\xi| .$$

The odd part cannot affect the quadratic coefficient of a symmetric fit. The kink can. Fitted by a constant and $\xi^2$, $|\xi|$ receives the quadratic coefficient

$$\frac{\mathrm{Cov}(|\xi|,\xi^2)}{\mathrm{Var}(\xi^2)}=\frac{h^3/4-h^3/6}{4h^4/45}=\frac{15}{16h},$$

and therefore

$$C=\frac12\left(\frac1{k_1}+\frac1{k_2}\right)+\frac{15}{16}\,\frac{x_c}{h}\left(\frac1{k_2}-\frac1{k_1}\right). \tag{5}$$

The window does not average the two constants. For a slowdown, $\Delta>0$, and since $h\le x_c$ the second term is at least $\frac{15}{16}\Delta$. This puts $C$ above $1/k_2$: the apparent $k$ lies below both true values. A narrower window makes the false minimum deeper.

For $k_1=0.3600$, $k_2=0.1663$, $x_c=2.691$ and $h=0.3$, the two terms are 4.40 and 27.21, so the apparent $k$ is $1/31.6=0.0316$. With the constants interchanged the result is $1/(4.40-27.21)=-0.0438$, a negative "constant" from a scale that merely sped up. Direct fits gave the same two values.

The artefact is useful as an alarm. The scheme for a run with one abrupt change is as follows.

1. Fit (3) in windows of equal width in $\sqrt t$. For parabolic growth these span roughly equal mass while $k$ is constant, and their limits involve no noisy reading.
2. Find the window whose $C$ departs most from the median. Its midpoint is a coarse change time.
3. Leave out a guard band around that time and fit one quadratic to all earlier data and one to all later data.
4. Since $x$ is continuous, the two curves meet at the change. Solve
$$(C_2-C_1)m^2+(B_2-B_1)m+(A_2-A_1)=0,$$
take the root nearest the masses in the guard band, and insert it into the early quadratic to get the time.
5. Repeat steps 3 and 4 around the new time with a narrower guard band.

Enough data for a quadratic fit must remain on each side of the guard band, so a change near either end of the run can defeat the scheme. Late in a run this limit comes early, because the first guard band is centred on the coarse time, which for a slowdown lies after the change. In the 60 h run below, the last window spans 39 to 60 h; if it is the worst one, its midpoint is 49.5 h and a band of $\pm0.75$ h$^{1/2}$ in $\sqrt t$ reaches past the end of the run. This already happens for a change at 45 h, and for a change at 43 h the scatter of $k_2$ has grown to about 10 %.

If $k_l$ is the same on both sides, the difference of the two curves is $\Delta(x^2-x_c^2)$. The unwanted root is then at $x=-x_c$, far from the data.

## Recovery of a known change

The synthetic run has $k_1=0.3600$ at 1273 K and a step at 20 h to 1223 K. An activation energy of 200 kJ/mol makes $k_2=0.1663$. There are 3600 readings over 60 h, with independent noise of 0.002 mg/cm² and $x_i=0.20$ mg/cm². The windows are 1.5 h$^{1/2}$ wide.

Before the step, the window from 5.08 to 14.06 h gives $0.359\pm0.002$. After it, the window from 20.26 to 35.99 h gives $0.164\pm0.004$. The next printed one, from 27.57 to 45.56 h, gives $0.159\pm0.003$, about 2.2 standard errors low, so single windows should not be read more finely than their errors. Between the two regimes the apparent constant falls to 0.032, a fifth of the smaller true value.

The largest departure of $C$ from its median, relative to that median, is 6.23. In a control run with constant $k$ it is 0.013, so here the alarm is unambiguous against noise. It is not specific to a step: the smooth drift of $k$ treated below gives about 0.8 with no step at all, as much as a real 10 K step (0.9). A step shows as a local spike in $C$ between two flat stretches, a drift as a steady trend, and the scan should be inspected for this. The midpoint of the worst window is 23.12 h, three hours late; it serves only to place the first guard band, and the intersection moves the estimate to 20.006 h.

Over 300 noisy runs the means and standard deviations are:

- $k_1$: 0.36000 and 0.00026 mg² cm⁻⁴ h⁻¹, that is, $1.000\times10^{-10}$ g² cm⁻⁴ s⁻¹ with a scatter of 0.07 %.
- $k_2$: 0.1663 and 0.0007 mg² cm⁻⁴ h⁻¹, that is, $4.62\times10^{-11}$ g² cm⁻⁴ s⁻¹ with a scatter of 0.4 %.
- Change time: 20.000 h and 0.008 h, or about half a minute.

The mean reported errors are 0.00026 and 0.00067, against observed scatters of 0.00026 and 0.00072. By contrast, the slope of $m^2$ against $t$ after the step gives 0.1560, which is 6.2 % low. This is the hidden-oxide error of the opening case, and denser readings over the same period would not average it away; a longer run reduces it only slowly, as $x_i/x$ falls.

## When $k$ drifts

Suppose $k$ varies smoothly. A narrow window measures half the second derivative of time with respect to mass:

$$C=\frac12\frac{d}{dx}\left(\frac1{k_l}+\frac{2x}{k}\right)=\frac1k-\frac{x}{k^2}\frac{dk}{dx},$$

$$k_{\rm app}=\frac{k}{1-d\ln k/d\ln x}. \tag{6}$$

The instantaneous constant is recovered only if the logarithmic derivative is small. Slow change in time does not guarantee this. Let $k=k_1/(1+t/100\ \mathrm h)$. At 10 h, $k$ is 0.3273 and falls by 0.9 % per hour, yet $d\ln k/d\ln x=-0.193$. Equation (6) gives $0.3273/1.193=0.274$, as does the local fit: 16 % too low.

A steady trend in the local constants can thus signal a drift of $k$, though balance drift and loss of metal area, treated below, also produce one. The local values themselves are not $k(t)$. The first derivative would give it, through $k=2x/(dt/dx-1/k_l)$, at the price of needing $x_i$ and $k_l$, which the quadratic coefficient avoids.

## Against a real nickel specimen

The parameters are rough values for nickel growing NiO in oxygen near 1273 K, and the final scale would be 26 µm thick. The following sizes are for a coupon of 20 × 10 × 1 mm, with area 4.60 cm².

**Balance drift.** Let the baseline rise at a rate $v$, and let dots denote time derivatives. From $d^2t/dm^2=-\ddot m/\dot m^3$ with $\dot m=\dot x+v$ and $\ddot m=\ddot x$, one finds $k_{\rm app}=k(1+v/\dot x)^3$ for constant $v$. A drift of 1 µg/h raises $k$ by 2.8 % at 50 h, several times the statistical error of $k_2$.

**Loss of metal area.** If the reacting area shrinks as $1-cx$, then $dm=(1-cx)\,dx$. For pure parabolic growth $dt/dm=2x/[k(1-cx)]$. Since $x/(1-cx)$ has derivative $1/(1-cx)^2$, a second division by $1-cx$ gives $k_{\rm app}=k(1-cx)^3$. With the reaction area taken as that of the receding metal core, the loss at 50 h is 0.78 % and $k$ is 2.3 % low. This choice overstates the error for a dense, adherent NiO scale, which grows mainly outward: the oxide beyond the edges of the core also carries flux, which this estimate leaves out.

**The temperature step itself.** Cooler gas is denser and lifts the coupon more, an apparent mass change $\delta=-0.00054$ mg/cm². The early line $m-m_c=\dot x_1(t-t_c)$ then meets the late line $m-m_c=\dot x_2(t-t_c)+\delta$ at $t-t_c=\delta/(\dot x_1-\dot x_2)$, which is 0.9 min early. Cooling at 10 K/min takes 5 min and delays the fitted change by 2.2 min. Both exceed the statistical error of the change time, but neither alters $k_2$, because the late quadratic absorbs offsets.

**Quasi-steady diffusion.** Equation (1) assumes that the defect profile follows the step at once. For thickness $L$ with $L^2$ growing at rate $k'$, a defect fraction $\delta_v$ and defect diffusivity $D$, the flux balance $L\dot L=D\delta_v$ gives $k'=2D\delta_v$. The slowest profile mode relaxes in $L^2/(\pi^2D)=2\delta_vL^2/(\pi^2k')$. With $L^2/k'=x_c^2/k_2$ and a rough $\delta_v=10^{-4}$ this is 3 s, which is negligible here.

The assumption most at risk is a constant $k$ between temperature changes. Where oxide grain boundaries carry much of the transport, grain growth makes $k$ fall with time, and (6) applies; the drift assumed above, an illustration and not a measurement, already outweighs every other error in this list. Spalling breaks the continuity of $x$ when the lost oxide leaves the balance, and then lies outside the scheme. A crack removes no oxygen, but it can open a short path for growth; the scheme may then report a change time although $k$ is the same on both sides. The numerical output lists every third window and further intermediate values.

## Calculated quantities

```
k1 true 0.3600 mg2 cm-4 h-1 = 1.000e-10 g2 cm-4 s-1
k2 true 0.1663 mg2 cm-4 h-1 = 4.618e-11 g2 cm-4 s-1
T1 1273 K, T2 1223 K, Q 200 kJ/mol, step at 20.0 h
noise 0.002 mg/cm2, hidden oxide 0.20 mg/cm2, N 3600
true uptake at step 2.691, at end 3.727 mg/cm2
with klin 0.5 mg cm-2 h-1: k 0.36000, B 3.1111 h cm2/mg
window (h), local k, standard error (mg2 cm-4 h-1), content
   0.01 to  2.24: 0.3602 +- 0.0027 one k
   0.57 to  5.06: 0.3587 +- 0.0019 one k
   2.26 to  8.99: 0.3565 +- 0.0019 one k
   5.08 to 14.06: 0.3593 +- 0.0020 one k
   9.01 to 20.24: 0.3529 +- 0.0027 contains step
  14.07 to 27.56: 0.0351 +- 0.0005 contains step
  20.26 to 35.99: 0.1643 +- 0.0039 one k
  27.57 to 45.56: 0.1590 +- 0.0033 one k
  36.01 to 56.24: 0.1704 +- 0.0035 one k
false minimum: k 0.0323 mg2 cm-4 h-1, window 16.01 to 30.24 h
largest relative departure of C: step 6.23, control 0.013
this run: k1 0.3596 +- 0.0003, k2 0.1664 +- 0.0007
this run: change time coarse 23.12 h, refined 20.006 h
slope of m^2 against t after step 0.1560 mg2 cm-4 h-1 (-6.2 %)
300 runs: k1 mean 0.36000 sd 0.00026, reported 0.00026
300 runs: k2 mean 0.16633 sd 0.00072, reported 0.00067
300 runs: change time mean 20.0001 h, sd 0.0076 h
bias test: h 0.3, x 1.8, sigma 0.009 mg/cm2, N 2000
OLS bias factor: even in time 23.6, even in mass 14.6
mean C*k: OLS 0.9788, time instruments 1.0002
relative scatter: runs 0.0279, rule 0.0270
correlated noise, rho 0.8: scatter times 3.16
last window: h 0.250 mg/cm2, OLS bias of k 0.15 %
centred step, h 0.3 mg/cm2, slowdown: k 0.0316, formula 0.0316
centred step, h 0.3 mg/cm2, speed-up: k -0.0438, formula -0.0438
k = k1/(1+t/100 h) at 10 h: true 0.3273, local 0.2744, dlnk/dlnx -0.193
coupon area 4.60 cm2; drift 1 ug/h at 50 h: k +2.77 %
metal area loss at 50 h 0.78 %: k -2.31 %
buoyancy step -0.00054 mg/cm2 moves change time -0.91 min
ramp of 5.0 min delays change time 2.21 min
final NiO thickness 26.1 um
defect profile relaxation 3.2 s (vacancy fraction 1e-04)
```
